# Forces in a Moving Nonorthogonal Basis at Zero and Finite Temperature

## 1. What symmetry demands of the answer

Atom-centred basis functions move with the nuclei, so a nuclear displacement changes two matrices: the Hamiltonian $H$ and the overlap $S$. Let $P$ be the density matrix. To first order, we look for an energy change of the form

$$dE=\mathrm{Tr}(P\,dH)-\mathrm{Tr}(W\,dS),\qquad W=W^T .$$

Dimensions say that $W$ is an energy times a density matrix. A symmetry says which one.

Suppose that the physical system stays as it is and the basis functions are merely mixed among themselves, $\chi\to\chi(1+t)$, with $t$ a small arbitrary real matrix. The space spanned is the same, so no energy may change. The matrices do change:

$$dH=t^TH+Ht,\qquad dS=t^TS+St .$$

A trace is unaffected by transposition, and $P$, $H$, $S$, $W$ are symmetric. Hence $\mathrm{Tr}(Pt^TH)=\mathrm{Tr}(HtP)=\mathrm{Tr}(PHt)$, and likewise $\mathrm{Tr}(Wt^TS)=\mathrm{Tr}(WSt)$. The condition $dE=0$ becomes

$$2\,\mathrm{Tr}(PHt)=2\,\mathrm{Tr}(WSt)\quad\text{for every }t ,$$

so that $PH=WS$, or

$$W=PHS^{-1}.$$

If the assumed form is right, this is its $W$. It remains to prove the form, to find which energy it differentiates at finite temperature, and to see when $W$ reduces to $PHP$.

The argument also shows what the overlap term does. It removes from $\mathrm{Tr}(P\,dH)$ the part caused by basis functions moving within their own span. If the span contained every displaced function, only the change of the Hamiltonian operator itself would remain, which is the Hellmann–Feynman force.

## 2. Conventions

The basis is real and finite, and $S(x)$ is positive definite. The coordinate $x$ is a nuclear displacement, $d$ denotes a first-order change along it, and the force is minus the slope. Until section 8, $H(x)$ is a given matrix that does not depend on $P$. Orbitals satisfy

$$Hc_i=\varepsilon_iSc_i,\qquad c_i^TSc_j=\delta_{ij},$$

and the density matrix of one spin is

$$P=\sum_i f_i\,c_ic_i^T,\qquad N=\mathrm{Tr}(PS),\qquad E=\mathrm{Tr}(PH).$$

At zero temperature the $f_i$ are 0 or 1. Then $PSP=\sum_i f_i^2c_ic_i^T=P$, which is what idempotent means in a nonorthogonal basis. We assume a gap between occupied and empty levels. At temperature $T$,

$$f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/kT}},$$

with $\mu$ fixed by $N$. The electronic entropy is $\mathcal S=k\sum_i g(f_i)$, where $g(f)=-f\ln f-(1-f)\ln(1-f)$, and the free energy is $A=E-T\mathcal S$.

## 3. An orthonormal frame that moves

Choose a square matrix $X$ with $X^TSX=1$. Multiplying by the inverses of $X^T$ and $X$ gives $S=X^{-T}X^{-1}$, hence $S^{-1}=XX^T$. Define $\tilde P$ and $\tilde H$ by

$$P=X\tilde PX^T,\qquad \tilde H=X^THX .$$

Then $E=\mathrm{Tr}(X\tilde PX^TH)=\mathrm{Tr}(\tilde P\tilde H)$ and $N=\mathrm{Tr}(X\tilde PX^TS)=\mathrm{Tr}\,\tilde P$. The eigenvalues of $\tilde P$ are the $f_i$, so $\mathcal S=k\,\mathrm{Tr}\,g(\tilde P)$. The overlap has disappeared from $N$ and $\mathcal S$.

When $S$ changes, $X$ must follow. We let it move by

$$dX=-\tfrac12S^{-1}dS\,X .$$

This keeps the frame orthonormal:

$$d(X^TSX)=dX^TSX+X^TdS\,X+X^TS\,dX$$
$$=-\tfrac12X^TdS\,X+X^TdS\,X-\tfrac12X^TdS\,X=0 .$$

Other choices of $dX$ differ from this one by a rotation of the frame, which can be absorbed in $\tilde P$.

## 4. The response of the density matrix drops out

The free energy changes because $\tilde H$ changes and because $\tilde P$ responds:

$$dA=\mathrm{Tr}(\tilde P\,d\tilde H)+\big[\mathrm{Tr}(\tilde H\,d\tilde P)-T\,d\mathcal S\big].$$

**Finite temperature.** For a smooth function $g$, $d\,\mathrm{Tr}\,g(\tilde P)=\mathrm{Tr}\big(g'(\tilde P)\,d\tilde P\big)$, since the trace lets all factors of $\tilde P$ be gathered on one side of $d\tilde P$. Here

$$g'(f)=-\ln f-1+\ln(1-f)+1=\ln\frac{1-f}{f}.$$

For Fermi occupations $(1-f_i)/f_i=e^{(\varepsilon_i-\mu)/kT}$, so $kT\,g'(\tilde P)=\tilde H-\mu$. The bracket is therefore

$$\mathrm{Tr}(\tilde H\,d\tilde P)-\mathrm{Tr}\big((\tilde H-\mu)\,d\tilde P\big)=\mu\,\mathrm{Tr}\,d\tilde P=\mu\,dN=0 .$$

**Zero temperature.** The entropy is absent, and $\tilde P^2=\tilde P$ holds along the path, so $d\tilde P=d\tilde P\,\tilde P+\tilde P\,d\tilde P$. Multiplying by $\tilde P$ on both sides gives $\tilde P\,d\tilde P\,\tilde P=2\tilde P\,d\tilde P\,\tilde P$, which must vanish. Multiplying instead by $1-\tilde P$ on both sides gives $(1-\tilde P)\,d\tilde P\,(1-\tilde P)=0$. Thus $d\tilde P$ connects only occupied with empty orbitals. The matrix $\tilde H$ commutes with $\tilde P$ and has no such elements, so $\mathrm{Tr}(\tilde H\,d\tilde P)=0$.

What remains is the change of $\tilde H$:

$$dA=\mathrm{Tr}\big[\tilde P(dX^THX+X^TdH\,X+X^TH\,dX)\big].$$

The middle term is $\mathrm{Tr}(P\,dH)$. Inserting $dX$ in the other two and moving factors cyclically gives

$$dA=\mathrm{Tr}(P\,dH)-\tfrac12\mathrm{Tr}(S^{-1}HP\,dS)-\tfrac12\mathrm{Tr}(PHS^{-1}dS).$$

This proves the form assumed at the start, with

$$W=\tfrac12\big(S^{-1}HP+PHS^{-1}\big).$$

## 5. The two forms of $W$

In the moving frame,

$$S^{-1}HP=XX^THX\tilde PX^T=X\tilde H\tilde PX^T,$$

and $PHS^{-1}=X\tilde P\tilde HX^T$. At equilibrium $\tilde H$ and $\tilde P$ commute, so the two are equal and

$$W=S^{-1}HP=\sum_i f_i\varepsilon_i\,c_ic_i^T .$$

This is the energy-weighted density matrix. On the other hand, $PHP=X\tilde P\tilde H\tilde PX^T=\sum_i f_i^2\varepsilon_i\,c_ic_i^T$. For idempotent $P$, $f_i^2=f_i$ and

$$dE=\mathrm{Tr}(P\,dH)-\mathrm{Tr}(PHP\,dS).$$

For fractional occupations the two matrices differ by

$$S^{-1}HP-PHP=\sum_i\varepsilon_if_i(1-f_i)\,c_ic_i^T .$$

Since $f_i(1-f_i)\le e^{-|\varepsilon_i-\mu|/kT}$, the difference is exponentially small when every level lies many $kT$ from $\mu$. With levels near $\mu$ it is in general not small; each such level contributes in proportion to its energy $\varepsilon_i$, so the size depends on the zero of energy.

There is a second way to see that $PHP$ cannot serve at finite temperature. Move the zero of energy, $H\to H+cS$, with $c$ constant. Then $dH\to dH+c\,dS$, while $P$ is unchanged at fixed $N$. The correct $W$ becomes $W+cP$, and the additions $c\,\mathrm{Tr}(P\,dS)$ cancel. With $PHP$ the slope changes by

$$c\,\mathrm{Tr}\big[(P-PSP)\,dS\big],$$

which vanishes for idempotent $P$ but not in general. A force must not depend on the zero of energy.

**A small model.** Six functions stand on a line at 0, 1.8, 3.9, 5.7, 7.8 and 9.6 bohr. At distance $r$ in bohr the overlap is $e^{-r^2/4}$ and the coupling is $-1.5\,e^{-r/1.5}$ hartree. The site energies alternate between $-0.5$ and $-0.3$ hartree. Three electrons of one spin occupy the levels, the gap is 0.386 hartree, and the third centre moves. At zero temperature, in hartree/bohr,

$$\frac{dE}{dx}=-0.089868+0.048573=-0.041295 .$$

The first number is the Hamiltonian term and the second the overlap term, which here cancels more than half of it. This proportion depends on the zero of energy: the shift $H\to H+cS$ moves $c\,\mathrm{Tr}(P\,dS)$ from one term to the other, and only the sum is fixed. Differentiating the energy from repeated diagonalizations gives the same slope.

## 6. Which energy, at finite temperature

The derivation gives the slope of $A$ at fixed $N$ and $T$. The energy alone has the slope $dE=dA+T\,d\mathcal S$. In the model at $kT=0.1$ hartree, $dA/dx=-0.01340$ hartree/bohr but $dE/dx=-0.05739$ hartree/bohr, so $T\,d\mathcal S/dx=-0.04399$ hartree/bohr. Dynamics that refills the levels at constant $T$ and uses these forces conserves nuclear kinetic energy plus $A$, not plus $E$.

Using $PHP$ here gives $-0.01776$ hartree/bohr, an error of about a third of the correct slope. The shift $H\to H+cS$ with $c=1$ hartree, which raises every level by 1 hartree, changes this wrong slope by a further $-0.01530$ hartree/bohr.

At fixed $\mu$ the relevant quantity is the grand potential,

$$\Omega=-kT\sum_i\ln\big(1+e^{-(\varepsilon_i-\mu)/kT}\big),\qquad \frac{\partial\Omega}{\partial\varepsilon_i}=f_i .$$

To find $d\varepsilon_i$ for a nondegenerate level, differentiate $(H-\varepsilon_iS)c_i=0$ and multiply by $c_i^T$ from the left. The term with $dc_i$ vanishes because $c_i^T(H-\varepsilon_iS)=0$, and normalization leaves

$$d\varepsilon_i=c_i^T(dH-\varepsilon_i\,dS)c_i .$$

Therefore

$$d\Omega=\sum_if_i\,d\varepsilon_i=\mathrm{Tr}(P\,dH)-\mathrm{Tr}(W\,dS),$$

the same expression as at fixed $N$. The numerical slope of $\Omega$ in the model is again $-0.01340$ hartree/bohr.

## 7. A density matrix that is not converged

A density matrix obtained by iteration may be stopped before convergence. Suppose $P$ is idempotent, with the right electron number, but does not quite belong to $H$. (Discarding small elements of $P$ in general spoils idempotency; that case is not covered here.) The two forms of $W$ then differ, and each has its own meaning.

Hold the coefficients $B$ of the occupied orbitals and re-orthonormalize them as $S$ changes:

$$P=BM^{-1}B^T,\qquad M=B^TSB .$$

Starting from $M=1$, we have $dM^{-1}=-dM=-B^TdS\,B$, so

$$dP=-BB^TdS\,BB^T=-P\,dS\,P .$$

The energy along this path changes by

$$\mathrm{Tr}(P\,dH)+\mathrm{Tr}(H\,dP)=\mathrm{Tr}(P\,dH)-\mathrm{Tr}(PHP\,dS).$$

So $PHP$ gives the derivative along this path even without convergence. If instead $\tilde P$ is held in the moving frame of section 3, then

$$dP=dX\,\tilde PX^T+X\tilde P\,dX^T=-\tfrac12\big(S^{-1}dS\,P+P\,dS\,S^{-1}\big),$$

and the derivative contains the symmetrized $W$ of section 4. Inside the trace with the symmetric $dS$, the unsymmetrized $S^{-1}HP$ gives the same number, because its transpose $PHS^{-1}$ has the same trace with $dS$.

Neither path need be the one a simulation follows, and neither slope need equal the converged one. The energy error is second order in the error $\delta P$, because the first-order term vanishes by stationarity. The force formulas contain $P$ without such protection, and their error is in general first order. In the model, the orbitals were mixed by a rotation of size 0.001 rad, which tilts the occupied space by at most 0.00088 rad, and then by a tenth of that. The larger rotation gave an energy error 100.0 times larger, and force errors 10.0 times larger with either $W$.

With a rotation of size 0.1 rad, which tilts the occupied space by at most 0.088 rad, the slopes are $-0.0481$ with $PHP$ and $-0.0511$ with $S^{-1}HP$, against $-0.0413$ hartree/bohr when converged. Forces therefore need a tighter convergence of $P$ than the energy alone suggests.

**Cost.** If $P$, $H$ and $S$ have a bounded number of nonzero elements per row, so do the products in $PHP$, and the work grows linearly with system size. No inverse is needed. At finite temperature one may solve $SW=HP$ instead of forming $S^{-1}$. Only those elements of $W$ are used for which $dS$ is nonzero. Linear cost then also requires that the solution can be kept sparse to the desired accuracy.

## 8. Self-consistent energies

In Hartree–Fock theory the Hamiltonian depends on $P$, and $\mathrm{Tr}(P\,dH)$ needs a new reading. For a closed shell, with $P$ still the matrix of one spin,

$$E=2\,\mathrm{Tr}(Ph)+\mathrm{Tr}(P\,G[P])+E_{nn},$$
$$G[P]_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}\big[2(\mu\nu|\lambda\sigma)-(\mu\lambda|\nu\sigma)\big].$$

Here $h$ is the one-electron Hamiltonian and $E_{nn}$ the nuclear repulsion. The map $G$ is linear, and the symmetry of the integrals gives $\mathrm{Tr}(P\,G[\delta P])=\mathrm{Tr}(\delta P\,G[P])$. A change of $P$ at fixed nuclei therefore gives

$$\delta E=2\,\mathrm{Tr}(\delta P\,F),\qquad F=h+G[P].$$

The orbitals and levels are now those of $F$. Let $\mathcal S$ count both spins, so that it is twice the earlier expression. Then

$$dA=\Big(\frac{\partial E}{\partial x}\Big)_{\!P}dx+2\,\mathrm{Tr}(F\,dP)-T\,d\mathcal S .$$

Split $dP$ into the motion of the frame and the response $X\,d\tilde P\,X^T$. The response, together with the entropy term, gives $2\mu\,\mathrm{Tr}\,d\tilde P=0$ as in section 4, with $F$ in place of $H$; at zero temperature it vanishes by the occupied–empty argument. The frame part is

$$2\,\mathrm{Tr}(F\,dP)_{\rm frame}=-\mathrm{Tr}(PFS^{-1}dS)-\mathrm{Tr}(S^{-1}FP\,dS)=-2\,\mathrm{Tr}(W\,dS).$$

Hence

$$dA=\Big(\frac{\partial E}{\partial x}\Big)_{\!P}dx-2\,\mathrm{Tr}(W\,dS),\qquad W=S^{-1}FP,$$

with $W=PFP$ for idempotent $P$. The derivative at fixed $P$ is

$$\Big(\frac{\partial E}{\partial x}\Big)_{\!P}dx=2\,\mathrm{Tr}(P\,dh)+\mathrm{Tr}(P\,(dG)[P])+dE_{nn},$$

where $dG$ contains the change of the integrals only. No derivative of $P$ has to be computed.

If the total change of the Fock matrix, including the response of $P$, is put into $2\,\mathrm{Tr}(P\,dF)-2\,\mathrm{Tr}(W\,dS)$, the zero-temperature result is the slope of the orbital-energy sum $2\,\mathrm{Tr}(PF)$. This follows by regarding $F(x)$ as a given matrix. It is not the slope of $E$, because $E=2\,\mathrm{Tr}(PF)-\mathrm{Tr}(P\,G[P])+E_{nn}$.

## 9. Worked example: stretched F$_2$

We take F$_2$ in restricted Hartree–Fock with the 6-31G basis, 18 functions, at a chosen bond length $R=3.0$ bohr. One nucleus moves along the bond. This level omits electron correlation, which matters greatly in a stretched bond, and the basis is small. The numbers test the force formula; they do not predict the real force. With the cc-pVTZ basis the zero-temperature slope below moves from 0.101 to 0.134 hartree/bohr and the finite-temperature one from 0.055 to 0.088 hartree/bohr, the factor 2.2 becomes 2.05, and the 9% error of $PFP$ becomes 6%. The restricted solution is also unstable to breaking of spin symmetry at this distance: in the same 6-31G basis an unrestricted solution lies 0.063 hartree lower and has a slope of opposite sign, $-0.073$ hartree/bohr. The formula needs only a stationary solution that varies smoothly with $R$, so the test is unaffected.

**Zero temperature.** The highest occupied and lowest empty levels lie at $-0.679$ and $-0.017$ hartree. In hartree/bohr,

$$\frac{dE}{dR}=0.22604-0.12540=0.10064 .$$

The first term is the derivative at fixed $P$, the second the overlap term. The numerical derivative of the converged energy agrees. The force on the moving atom is $-0.10064$ hartree/bohr, or $-5.18$ eV/Å, and points towards the other atom. Without the overlap term it would be about 2.2 times as large. This ratio refers to the zero of energy set by the integrals, with potentials vanishing at infinity; a shift $h\to h+cS$ moves $2c\,\mathrm{Tr}(P\,dS)$ between the two terms and leaves their sum unchanged. The orbital-energy sum has the slope 0.520 hartree/bohr, about five times that of the total energy.

**Finite temperature.** At $kT=0.1$ hartree, about 31 600 K, fractional occupation is plainly visible. The chemical potential is $-0.2978$ hartree. The tenth level, at $-0.0580$ hartree, has

$$f_{10}=\frac{1}{1+e^{(-0.0580+0.2978)/0.1}}=\frac{1}{1+e^{2.398}}=0.083,$$

and the degenerate eighth and ninth have $f=0.978$. The factors $f(1-f)$ are 0.076 and 0.022. The seventh level ($f=0.979$) and the fifth and sixth ($f=0.991$) are fractional too. All six enter the difference between the two forms of $W$, with terms of comparable size and of both signs in the slope, and $PFP$ is no longer adequate. The correct formula gives, in hartree/bohr,

$$\frac{dA}{dR}=0.17688-0.12172=0.05516,$$

again in agreement with the numerical derivative, now of the free energy. The force is $-2.84$ eV/Å. With $PFP$ the slope would be 0.05004 hartree/bohr, too small by 0.00511 hartree/bohr, or 9% of the correct value, for the same zero of energy.

In this basis the attraction is little more than half its zero-temperature value (with cc-pVTZ it is about two thirds). With this zero of energy most of the change sits in the fixed-$P$ term, and the overlap term changes by only 3%. This division has no fixed meaning, because a shift of the zero moves $2c\,\mathrm{Tr}(P\,dS)$ between the terms and $P$ differs at the two temperatures. That the weakening comes mainly from populating the antibonding tenth orbital is a plausible conjecture, which these numbers do not separate from the other changes in occupation and orbital shape.

## 10. Where the formula stops

At zero temperature the gap is essential. If an occupied and an empty level cross along $x$, the lowest energy can have a kink, and on either side of the crossing the formula gives the slope for whichever occupation is inserted. At the crossing itself the two degenerate orbitals can be mixed arbitrarily, and the formula can then return a value between the two branch slopes. Fermi occupations at $T>0$ remove this difficulty for a given $H(x)$, at the price of replacing $E$ by $A$. In a self-consistent calculation the solution must also vary smoothly with $x$; a jump between solutions has no derivative.

If the basis does not move and its metric is constant, $dS=0$ and the overlap term vanishes. If $S$ becomes nearly singular, $S^{-1}$ can amplify rounding or truncation errors in the product $HP$, so the overlap eigenvalues deserve attention. In the six-function model the smallest is 0.33, and this problem does not arise. The numerical check printed below gives the remaining digits.

## Table of computed values

```
CHAIN, one spin, 3 electrons in 6 functions
smallest overlap eigenvalue: 0.3256
gap: 0.38561 hartree
T=0 Tr(P dH): -0.08986776 hartree/bohr
T=0 -Tr(PHP dS): 0.04857285 hartree/bohr
T=0 dE/dx, formula: -0.04129491 hartree/bohr
T=0 dE/dx, numerical: -0.04129491 hartree/bohr
chain kT: 0.10 hartree
dA/dx, S^-1HP formula: -0.01340039 hartree/bohr
dA/dx, numerical: -0.01340039 hartree/bohr
dOmega/dx at fixed mu: -0.01340039 hartree/bohr
dE/dx alone: -0.05738885 hartree/bohr
PHP misused at kT>0: -0.01776174 hartree/bohr
PHP slope change, zero moved 1 Ha: -0.015296 hartree/bohr
unconverged P, rotation: 0.10 rad
  slope with PHP: -0.048117 hartree/bohr
  slope with S^-1HP: -0.051113 hartree/bohr
error ratios, rotation 0.001 over 0.0001 rad:
  energy: 100.01
  slope with PHP: 10.002
  slope with S^-1HP: 10.024
F2, RHF/6-31g, 18 functions, R = 3.00 bohr
F2 at kT = 0.00 hartree (0 K)
  E - T*entropy: -198.62676970 hartree
  HOMO, LUMO: -0.67907, -0.01662 hartree
  fixed-P derivative: 0.2260429 hartree/bohr
  overlap term: -0.1253990 hartree/bohr
  dA/dR, formula: 0.1006438 hartree/bohr
  dA/dR, numerical: 0.1006438 hartree/bohr
  force along +R: -5.1753 eV/angstrom
  orbital-sum slope, formula: 0.520023 hartree/bohr
  orbital-sum slope, numerical: 0.520023 hartree/bohr
F2 at kT = 0.10 hartree (31578 K)
  E - T*entropy: -198.65678479 hartree
  HOMO, LUMO: -0.67631, -0.05797 hartree
  fixed-P derivative: 0.1768752 hartree/bohr
  overlap term: -0.1217182 hartree/bohr
  dA/dR, formula: 0.0551570 hartree/bohr
  dA/dR, numerical: 0.0551570 hartree/bohr
  force along +R: -2.8363 eV/angstrom
  chemical potential: -0.29780 hartree
  occupation 9, 10 per spin: 0.97780, 0.08331
  T*entropy: 0.140777 hartree
  PHP misused: 0.0500435 hartree/bohr
  error of PHP: -0.0051135 hartree/bohr
```
